Anisotropic Exchange in Mean Field: Anisotropy as Magnetization Squared

**Definitions and conventions**

Classical unit vectors s_i sit on equivalent lattice sites and interact in pairs:

H = −½ Σ_{i≠j} [J⊥_ij s_i·s_j + ΔJ_ij s_iz s_jz].  (1)

The sum counts each pair twice, and the factor ½ removes the double counting. The couplings seen by one spin are summed over its neighbours:

J⊥ = Σ_j J⊥_ij,  ΔJ = Σ_j ΔJ_ij,  Jz = J⊥ + ΔJ.  (2)

No pair coupling J⊥_ij or ΔJ_ij is negative, and both sums J⊥ and ΔJ are positive, so the order is ferromagnetic and z is the easy axis. The reduced magnetization is the vector **m** = ⟨s⟩, the same on every site, with length m between 0 and 1 and angle θ to z. The anisotropy K is an energy per spin, defined by f(θ) = constant + K sin²θ for the free energy per spin f at fixed T and fixed length m.

**The free energy at given magnetization**

Mean field takes a trial distribution in which the spins are independent. Let p(s) be the probability density of one spin relative to the uniform density on the sphere, so that ∫ p dΩ/4π = 1. For two different sites independence gives

⟨s_iα s_jβ⟩ = ⟨s_iα⟩⟨s_jβ⟩ = m_α m_β.  (3)

Inserting (3) in (1) and dividing by the number of spins, we obtain

f(**m**) = −½ J⊥ m² − ½ ΔJ m_z² − kT σ(**m**),  (4)

where σ is the largest value of −∫ p ln p dΩ/4π among distributions with the prescribed **m**. Multipliers μ for the norm and **λ** for the mean make the condition for the maximum

−ln p − 1 + μ + **λ**·s = 0,  so  p = exp(**λ**·s)/Z.

The stationary point is a maximum because −p ln p is concave. With x = |**λ**| and u the cosine of the angle between s and **λ**,

Z = ½ ∫ from −1 to 1 of exp(xu) du = sinh x / x.  (5)

The distribution is symmetric about **λ**, so **m** points along **λ**, and its length is

m = d ln Z/dx = coth x − 1/x ≡ L(x).  (6)

The entropy follows from ln p = **λ**·s − ln Z:

σ = ln Z − x m,  dσ/dm = m dx/dm − x − m dx/dm = −x.  (7)

Both Z and x depend on the length m and not on the direction of **m**. The entropy therefore cannot distinguish one direction from another.

**The square law**

Put m_z = m cos θ in (4) and subtract the value at θ = 0 for the same m. The isotropic exchange and the entropy cancel, leaving

f(θ) − f(0) = −½ ΔJ m² (cos²θ − 1) = ½ ΔJ m² sin²θ.

Hence

K(T) = ½ ΔJ m²(T),  K(T)/K(0) = m²(T).  (8)

Within mean field this holds for any ratio ΔJ/J⊥ and at any temperature below the Curie temperature, provided that the two orientations are compared at equal length.

The length itself comes from minimizing (4) along z. By (7), the condition is −Jz m + kT x = 0, or

x = Jz m/kT,  m = L(Jz m/kT).  (9)

For small x, L(x) = x/3 − x³/45 + …, so a solution with m > 0 first appears at

kTc = Jz/3.  (10)

Two limits show what (8) means as a function of temperature. At low temperature L ≈ 1 − 1/x, which gives m ≈ 1 − kT/Jz and K ≈ K(0)(1 − 2kT/Jz). Near Tc, dividing the series for L by x and using L/x = kT/Jz gives 1/3 − x²/45 = kT/Jz. Thus x² = 15(1 − T/Tc), and since m² ≈ x²/9,

m² ≈ (5/3)(1 − T/Tc).  (11)

The anisotropy then vanishes linearly in T, while m vanishes as a square root.

**What a measurement at fixed temperature sees**

A field can change the length of **m** as well as its direction, so it must be asked whether the fixed-length K is measurable. Add −**h**·s to the energy of each spin, with **h** an energy in the xz plane. Stationarity of f with respect to each component of **m** now reads

J⊥ m_x + h_x = (kT x/m) m_x,  Jz m_z + h_z = (kT x/m) m_z.  (12)

Multiply the first equation by m_z and the second by m_x, then subtract. The right-hand sides cancel:

m_z h_x − m_x h_z = (Jz − J⊥) m_x m_z = ½ ΔJ m² sin 2θ = K sin 2θ.  (13)

The left side is the torque of the field. It balances the derivative of K sin²θ, with m the length in the presence of the field.

For a field h along the hard axis x, the length stays constant during the rotation. While m_z is not zero, the second equation of (12) gives kT x/m = Jz. This is the zero-field condition (9), so m keeps its easy-axis value. The first equation becomes

h = ΔJ m_x.  (14)

The magnetization curve is a straight line until the rotation ends at m_x = m, where h = ΔJ m. Beyond this field the length of **m** still grows, very little at low temperature but markedly near Tc. The work done by the field is

∫ from 0 to m of h dm_x = ½ ΔJ m² = K.  (15)

The area of a hard-axis curve up to the end of the rotation is thus the K of (8). For a spontaneous magnetization M(T) = M(0)m and K per unit volume, the field that ends the rotation is

B_K = 2K/M(T),  (16)

which is proportional to m, one power lower than K.

**When the length is allowed to relax**

A different quantity is the free-energy difference between magnetization along x and along z in zero field, each state having its own equilibrium length. Let F(J) be the minimum over m of −½Jm² − kTσ(m). At the minimum the change of m contributes nothing to first order, so dF/dJ = −½m²(J). Integration gives

F(J⊥) − F(Jz) = ½ ∫ from J⊥ to Jz of m²(J) dJ.  (17)

Since m grows with J, this is smaller than K. Expanding m² about J = Jz to first order gives

F(J⊥) − F(Jz) ≈ K [1 − ½ ΔJ d ln m²/dJ].  (18)

Near Tc, (11) with Tc = J/3k gives d ln m²/dJ ≈ 1/[J(1 − T/Tc)]. The difference therefore follows m² as long as ΔJ/Jz is small compared with 1 − T/Tc. Closer to Tc the hard-axis state is appreciably shorter, and above J⊥/3k it has no spontaneous magnetization at all.

**The single-ion case**

Now replace the anisotropic part of the exchange by a term −D s_z² on each site, with D > 0, and keep an isotropic exchange of sum Jz. To first order in D, the free energy at fixed **m** changes by the average of the new term in the old distribution, because that distribution is stationary under the constraint. With c = s·**m**/m and A = ⟨c²⟩, each of the two directions perpendicular to **m** has mean square (1 − A)/2, so

−D⟨s_z²⟩ = −D [A cos²θ + ½(1 − A) sin²θ] = −DA + D ½(3A − 1) sin²θ.

Therefore

K_ion = D⟨P2⟩,  P2(c) = (3c² − 1)/2.  (19)

To find A = Z″/Z, differentiate xZ = sinh x twice: xZ″ + 2Z′ = xZ. Dividing by xZ gives A = 1 − 2L/x, and

K_ion(T)/K_ion(0) = 1 − 3L(x)/x.  (20)

At large x, coth x differs from 1 by an exponentially small amount, so 1/x = 1 − m and L = m. Then

1 − 3m(1 − m) = m³ + (1 − m)³.  (21)

The departure from the cube is thus of third order in 1 − m. At small x, (20) becomes x²/15, and with m² = x²/9,

K_ion(T)/K_ion(0) ≈ (3/5) m².  (22)

The contrast between square and cube belongs to low temperature. Near Tc both mechanisms follow m², with different prefactors. The numerical derivative d ln K/d ln m, taken from constrained free energies, is 2.000 for anisotropic exchange and 2.993 for the single-ion term near m = 0.95. For the single-ion term it has fallen to 2.008 near m = 0.10.

As a function of temperature the single-ion result is simpler still. By (9), L/x = kT/Jz, and (10) turns (20) into

K_ion(T)/K_ion(0) = 1 − T/Tc.  (23)

This straight line is a property of classical spins in mean field, at first order in D.

**Why two and three, and what correlations do**

At low temperature each spin deviates little from the direction of **m**. Let a be the mean square of each of its two transverse components. Then s∥ ≈ 1 − ½(s_x² + s_y²), where x and y here denote the transverse directions, and m ≈ 1 − a. For one spin, ⟨P2⟩ ≈ 1 − 3a, which is the cube. For a pair of spins, to first order in ΔJ, the anisotropy is the difference between the parallel and the transverse pair averages:

K/K(0) = ⟨s∥ s∥′⟩ − ⟨s⊥ s⊥′⟩ ≈ 1 − 2a − c,  (24)

where c is the average of s⊥ s⊥′ over coupled neighbours. In terms of m,

K/K(0) ≈ 1 − p(1 − m),  p = 2 + c/a.  (25)

Independent spins have c = 0 and p = 2. Two spins that fluctuate rigidly together have c = a and p = 3, as if they were one spin. Mean field gives the square because it discards c.

The size of c follows from harmonic spin waves. Take isotropic exchange of sum J, and let ΔJ_ij have the same dependence on distance. With t_i one transverse component, the energy is

¼ Σ_ij J_ij (t_i − t_j)² = ½ Σ_k J(1 − γ_k)|t_k|²,  γ_k = Σ_j J_ij cos(k·r_ij)/J.

Equipartition gives ⟨|t_k|²⟩ = kT/[J(1 − γ_k)]. Let W be the average of 1/(1 − γ_k) over the Brillouin zone. Then a = (kT/J)W. The neighbour average carries an extra factor γ_k, and γ/(1 − γ) = 1/(1 − γ) − 1, so c = (kT/J)(W − 1). Hence

p = 3 − 1/W.  (26)

On a simple cubic lattice with 6 equal neighbours W = 1.516 and p = 2.34. If the exchange reaches all 26 surrounding sites equally, W = 1.165 and p = 2.14, closer to the mean-field value.

Monte Carlo sampling tests (26) without the harmonic approximation. On a periodic lattice of 8³ sites with 6 neighbours, the harmonic sum, taken over the discrete wavevectors without the uniform mode, gives p = 2.26. Sampling at kT = 0.1 of the bond coupling gives m = 0.9772 and K/K(0) = 0.9492, so that ln[K/K(0)]/ln m = 2.26. At m = 0.847 the same ratio is 2.27, so on this lattice the power changes little over that range.

**Example: a recording medium of the L1₀ FePt type**

Take rough values in the regime of L1₀ FePt: Tc = 750 K, K(0) = 7.0 MJ/m³, M(0) = 1.10 MA/m, and a tetragonal cell with a = 0.385 nm and c = 0.371 nm holding two Fe atoms. One spin stands for an Fe atom with its share of Pt. Its volume is a²c/2 = 0.0275 nm³, so K(0) is 1.20 meV per spin and ΔJ = 2 × 1.20 = 2.40 meV. From (10), Jz = 3kTc = 194 meV. The exchange anisotropy is only 1.2 percent of the exchange.

At 300 K, (9) gives x = 6.31 and m = 0.842. Then

K = 7.0 × 0.842² = 4.96 MJ/m³,

B_K = 2 × 4.96/(1.10 × 0.842) = 10.7 T.

A single-ion term with the same K(0) and the same m would give 7.0 × (1 − 300/750) = 4.20 MJ/m³. The cube, m³ = 0.596, is close to the value 0.600 of (23).

At 700 K, m = 0.327. Anisotropic exchange leaves 0.75 MJ/m³ and the single-ion term 0.47 MJ/m³. The cube would give 7.0 × 0.0350 = 0.245 MJ/m³, about half the actual single-ion value, so the low-temperature law has failed there. The relaxed difference (17) is 0.92 of K. At 740 K it is 0.54 of K, because the hard-axis state loses its order at 740.7 K and m² in (17) falls nearly to zero across the range of integration. The hard-axis field at 740 K is still 1.9 T by (16).

**The model beside the real material**

In L1₀ FePt much of the anisotropy comes from spin–orbit coupling on Pt, whose moment is induced by the surrounding Fe. Suppose that this moment is proportional to the sum of the 8 nearest Fe spins and has an energy −d(Σ s_iz)². The square contains 64 products, of which 56 join different Fe spins and 8 are single-ion terms. The pair terms dominate, with a single-ion share of 1/8. In mean field a share q gives p = 2(1 − q) + 3q = 2 + q at low temperature, here about 2.1. Powers roughly of this size are measured on such films, but the agreement does not by itself establish the mechanism. Correlations raise the low-temperature power in the same classical model. For harmonic spin waves on a simple cubic Fe lattice with Pt at the cell centres, and in the limit of weak anisotropy, it is about 2.36 if the exchange reaches 6 neighbours and 2.25 if it reaches 26 equally. An anisotropy of 1.2 percent of the exchange, as in the example, opens a spin-wave gap that lowers these values to about 2.31 and 2.23. A share of 0.1 lowers K at 300 K from 4.96 to 4.88 MJ/m³.

The other omissions can be compared at 300 K. With m held at 0.842, the power p of (26) gives about 4.7 MJ/m³ for 6 neighbours and 4.8 MJ/m³ for 26, on the cubic lattice rather than the real one. Equation (26) is the limit of vanishing ΔJ; at ΔJ/Jz = 1.2 percent the spin-wave gap lowers p to about 2.29 and 2.11 and raises these values by a few hundredths of a MJ/m³. A larger change comes from the classical treatment of the spins. Quantum spins 3/2 with the same Tc and K(0) have m = 0.960 in mean field, hence K = 6.46 MJ/m³, about 30 percent above the classical value. The square law survives, since (3) holds for independent quantum spins too, but m(T) changes. In a continuous film magnetized along its normal, the demagnetizing energy ½μ₀M² = 0.54 MJ/m³ must be subtracted from K. It also varies as m², so it leaves a power of exactly 2 unchanged and shifts a power near 2.1 only slightly.

Heat-assisted recording heats the medium close to Tc because a write head supplies a field of the order of 1 T, far below the 10.7 T found at 300 K. In that range critical fluctuations, the finite size of the grains and their spread in Tc all alter m(T), and none of them is in the model. The values at 700 and 740 K therefore illustrate (8) and (17) and are not writing fields for a real medium. The full set of values is in the numerical output.

Calculated quantities

```
Tc = 750 K, K(0) = 7.0 MJ/m3
Ms(0) = 1.10 MA/m
cell a = 0.385 nm, c = 0.371 nm
volume per Fe = 0.02750 nm3
moment per Fe site = 3.26 Bohr magnetons
K(0) per Fe = 1.201 meV
Jz = 193.9 meV, dJ = 2.403 meV
dJ/Jz = 1.24 percent
hard-direction ordering temperature = 740.7 K
anisotropy field at T=0: 12.73 T
K in MJ/m3, field in T, ratio = relaxed K / fixed-length K
T=300 K: x=6.312, m=0.8416, m^3=0.5960
  K two-ion=4.958, single-ion=4.200
  field two-ion=10.71, single-ion=9.07
  ratio=0.997
T=500 K: x=3.041, m=0.6757, m^3=0.3085
  K two-ion=3.196, single-ion=2.333
  field two-ion=8.60, single-ion=6.28
  ratio=0.990
T=700 K: x=1.051, m=0.3270, m^3=0.0350
  K two-ion=0.748, single-ion=0.467
  field two-ion=4.16, single-ion=2.59
  ratio=0.916
T=740 K: x=0.452, m=0.1485, m^3=0.0033
  K two-ion=0.154, single-ion=0.093
  field two-ion=1.89, single-ion=1.14
  ratio=0.539
Exponents d ln K / d ln m from free energies:
  two-ion, m near 0.95: 2.000
  single-ion, m near 0.95: 2.993
  single-ion, m near 0.10: 2.008
  single-ion K/(K0 m^2) at m=0.05: 0.6005
Neighbour correlations, simple cubic lattice:
  W, 6 neighbours = 1.5164; 26 neighbours = 1.1649
  low-T exponent, 6 neighbours = 2.341
  low-T exponent, 26 neighbours = 2.142
  harmonic exponent, 8^3 sites = 2.259
  Monte Carlo kT=0.1J: m=0.9772, K/K0=0.9492
    ln(K/K0)/ln m = 2.261
  Monte Carlo kT=0.6J: m=0.8473, K/K0=0.6863
    ln(K/K0)/ln m = 2.273
Neglected effects at 300 K, K in MJ/m3:
  K0 m^p, p of 6 neighbours: 4.675
  K0 m^p, p of 26 neighbours: 4.838
  quantum spin 1.5: m=0.9604, K0 m^2=6.457
  single-ion share 0.1: K=4.882
  film demagnetizing energy: 0.538
```
